\section*{One-Phonon Spin-Lattice Relaxation of Kramers and Non-Kramers Ions}

\section{Why the field law matters}

Suppose that the spin-lattice relaxation time $T_1$ of a paramagnetic ion is known at 0.1 T and is wanted at 1 T. If the rate grows as $B^2$, it rises by a factor of 100; if it grows as $B^4$, by a factor of 10\,000. The density of lattice modes at the transition frequency does not decide between the two, because it is the same for both. The decision lies in the matrix element that couples the two spin levels to the lattice, and when the two levels are time-reversed partners (a Kramers pair) of an ion with an odd number of electrons, time reversal makes that element vanish at zero field. A calculation that assumes a fixed coupling is then wrong in its power of $B$, as well as in its prefactor.

\section{Model and assumptions}

The ion has an upper level $a$ and a lower level $b$, with $E_a-E_b=\hbar\omega>0$. Its static Hamiltonian is $H_0=H_{\rm cf}+Z$, where $H_{\rm cf}$ is the crystal-field part and $Z=g\mu_B\mathbf B\cdot\mathbf S$ the Zeeman part; $\mathbf S$ is dimensionless. A sound wave with displacement $\mathbf u$ strains the surroundings of the ion and also turns them:
\begin{equation}
\varepsilon_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i),\qquad
\boldsymbol\theta=\tfrac12\nabla\times\mathbf u .
\end{equation}
To first order the strain adds $\sum_{ij}\varepsilon_{ij}V_{ij}$, with Hermitian operators $V_{ij}=V_{ji}$. The rotation carries the crystal field with it while the applied field stays fixed:
\begin{equation}
e^{-i\boldsymbol\theta\cdot\mathbf S}H_{\rm cf}\,e^{i\boldsymbol\theta\cdot\mathbf S}
= H_{\rm cf}+\sum_k\theta_kR_k+O(\theta^2),\qquad R_k=i[H_{\rm cf},S_k].
\end{equation}
The coupling is therefore $H'=\sum_{ij}\varepsilon_{ij}V_{ij}+\sum_k\theta_kR_k$. Its matrix elements are
\begin{equation}
M_{ij}=\langle a|V_{ij}|b\rangle,\quad r_k=\langle a|R_k|b\rangle,\quad
\|M\|^2=\sum_{ij}|M_{ij}|^2,\quad |r|^2=\sum_k|r_k|^2 .
\end{equation}

The assumptions are these.
\begin{itemize}
\item[(A1)] The solid is an isotropic Debye solid of density $\rho$, with one longitudinal branch of speed $v_l$ and two transverse branches of speed $v_t$. The frequency $\omega$ lies far below the Debye cutoff, so the wave is long compared with atomic distances.
\item[(A2)] The coupling is weak: transition rates are small compared with $\omega$ and $kT/\hbar$, and the admixture of off-resonant phonons to the two levels is small. Coherence between $a$ and $b$ then oscillates many times during relaxation, and its effect on the populations is neglected.
\item[(A3)] The phonons stay in thermal equilibrium at temperature $T$.
\item[(A4)] Other levels and two-phonon processes contribute negligibly.
\end{itemize}

\paragraph{Theorem.} Under (A1)--(A4) the population difference relaxes exponentially, at leading order in the coupling, with the rate
\begin{equation}
\frac1{T_1}=\frac{\omega^3}{2\pi\rho\hbar}\coth\!\Big(\frac{\hbar\omega}{2kT}\Big)
\left\{\frac{|{\rm tr}M|^2+2\|M\|^2}{15\,v_l^5}
+\frac1{v_t^5}\Big[\frac{3\|M\|^2-|{\rm tr}M|^2}{15}+\frac{|r|^2}{6}\Big]\right\}.
\label{rate}
\end{equation}
Let in addition $\hbar\omega\ll kT$ and $\omega\propto B$.

(i) If the coupling tends to a nonzero constant as $B\to0$, as it can in a non-Kramers doublet, then $1/T_1\propto B^2T$.

(ii) If $a$ and $b$ form a Kramers doublet, the coupling vanishes at $B=0$. If its first-order Zeeman part is nonzero, then $1/T_1\propto B^4T$, as long as the Zeeman energy is small compared with the distance to the excited levels.

\section{Proof of the rate formula}

\paragraph{Lemma 1 (transition rate).} Let $h_q$ be the matrix element of $H'$ for a transition that emits or absorbs one phonon of mode $q$. The transition rate is
\begin{equation}
W=\frac{2\pi}{\hbar^2}\sum_q|h_q|^2\,\delta(\omega_q-\omega).
\label{golden}
\end{equation}

\textit{Proof.} First-order solution of the Schr\"odinger equation gives the final amplitude, with $\nu=\pm(\omega_q-\omega)$,
\begin{equation}
c_q(t)=-\frac{i}{\hbar}h_q\int_0^te^{i\nu\tau}d\tau,\qquad
|c_q|^2=\frac{|h_q|^2}{\hbar^2}\,\frac{4\sin^2(\nu t/2)}{\nu^2}.
\end{equation}
The last factor has width of order $1/t$ in $\nu$ and area $2\pi t$. By (A2) there are times $t$ long compared with $1/\omega$ and $\hbar/kT$, yet short compared with $1/W$. For these the rest of the sum is smooth across the peak, so the peak acts as $2\pi t\,\delta(\nu)$ and contributes $Wt$. Away from the peak $\sin^2$ averages to $\tfrac12$, and those modes add a term $C=\sum_q2|h_q|^2/(\hbar\nu)^2$ that does not grow with $t$; it is the admixture of off-resonant phonons, small by (A2). For the coupling found below, whose square per unit frequency grows as $\omega_q^3$ up to the cutoff $\omega_D$, $C$ is about $W_0\omega_D^2/(2\pi\omega^3)$, with $W_0$ the spontaneous emission rate; this is of order $10^{-3}$ for the non-Kramers example of the last section. The total probability is $C+Wt$ and grows at the rate $W$. The admixture $C$ builds up only once, at the start, and is not repeated in later intervals. By (A2) and (A3) the conditions for the resonant transitions stay the same afterwards, so $W$ is a constant rate. $\square$

\paragraph{Lemma 2 (one mode).} For a mode with wave vector $\mathbf q=q\hat{\mathbf q}$, real polarization $\mathbf e$ and occupation $n$ in a volume $\Omega$,
\begin{equation}
|h_q|^2=\frac{\hbar q^2}{2\rho\Omega\omega_q}|A|^2\times
\begin{cases}n+1&\text{emission}\\ n&\text{absorption}\end{cases},
\qquad
A=\sum_{ij}\hat q_iM_{ij}e_j+\tfrac12(\hat{\mathbf q}\times\mathbf e)\cdot\mathbf r .
\label{mode}
\end{equation}

\textit{Proof.} Write the displacement of the mode as $\mathbf u=N\mathbf e\,(c\,e^{i\mathbf q\cdot\mathbf x}+c^\dagger e^{-i\mathbf q\cdot\mathbf x})$, with phonon operators $c,c^\dagger$. The mean energy of an oscillator is twice its mean kinetic energy:
\begin{equation}
\hbar\omega_q(n+\tfrac12)=\rho\Omega\langle\dot u^2\rangle=\rho\Omega\,\omega_q^2N^2(2n+1)
\;\Rightarrow\; N^2=\frac{\hbar}{2\rho\Omega\omega_q}.
\end{equation}
At the ion, $\mathbf x=0$, we have $\partial_iu_j=iNq_ie_j(c-c^\dagger)$ and $\boldsymbol\theta=\tfrac12iN(\mathbf q\times\mathbf e)(c-c^\dagger)$. Since $M$ is symmetric, $\sum\varepsilon_{ij}M_{ij}=\sum(\partial_iu_j)M_{ij}$. Absorption, $b\to a$, has the element $iNqA\sqrt n$. Emission, $a\to b$, has $-iNqA^*\sqrt{n+1}$, because $V_{ij}$ and $R_k$ are Hermitian and $\mathbf e$ is real. $\square$

\paragraph{Lemma 3 (directions).} Averaged over $\hat{\mathbf q}$, $|A|^2$ is $(|{\rm tr}M|^2+2\|M\|^2)/15$ for the longitudinal branch. Summed over the two transverse branches it is the square bracket in (\ref{rate}).

\textit{Proof.} Isotropy requires $\langle\hat q_i\hat q_j\rangle=\delta_{ij}/3$ and
\begin{equation}
\langle\hat q_i\hat q_j\hat q_k\hat q_l\rangle=\tfrac1{15}(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}),
\end{equation}
where setting $i=j$, $k=l$ and summing gives $1=(9+3+3)/15$ and so fixes the factor. For $\mathbf e=\hat{\mathbf q}$ the rotation term vanishes. Contracting the fourth-rank average with $M_{ij}M^*_{kl}$ gives $|{\rm tr}M|^2+2\|M\|^2$ over 15, since $M$ is symmetric.

For transverse waves, $(\hat{\mathbf q}\times\mathbf e)\cdot\mathbf r=\mathbf e\cdot(\mathbf r\times\hat{\mathbf q})$. Hence $A=\mathbf e\cdot\mathbf w$ with $\mathbf w=M\hat{\mathbf q}+\tfrac12\mathbf r\times\hat{\mathbf q}$. The sum over both polarizations is $|\mathbf w|^2-|\hat{\mathbf q}\cdot\mathbf w|^2$, and $\hat{\mathbf q}\cdot\mathbf w=\hat{\mathbf q}\cdot M\hat{\mathbf q}$ has the longitudinal average. The parts of $|\mathbf w|^2$ average to
\begin{align}
\langle|M\hat{\mathbf q}|^2\rangle&=\tfrac13\|M\|^2,\\
\tfrac14\langle|\mathbf r\times\hat{\mathbf q}|^2\rangle&=\tfrac14\big(|r|^2-\tfrac13|r|^2\big)=\tfrac16|r|^2,\\
\langle(M\hat{\mathbf q})^*\!\cdot(\mathbf r\times\hat{\mathbf q})\rangle&=\tfrac13\sum_{jkl}M^*_{lj}\epsilon_{jkl}r_k=0 .
\end{align}
The last sum vanishes because $M$ is symmetric and $\epsilon$ antisymmetric in $j,l$. Finally $\tfrac13\|M\|^2-\tfrac1{15}(|{\rm tr}M|^2+2\|M\|^2)=\tfrac1{15}(3\|M\|^2-|{\rm tr}M|^2)$. $\square$

\paragraph{Proof of (\ref{rate}).} Replace the sum over wave vectors by $\Omega(2\pi)^{-3}\,4\pi\int q^2dq$ times the directional average. One branch of speed $v$ contributes to emission
\begin{align}
W_\downarrow&=\frac{2\pi}{\hbar^2}\,\frac{4\pi\Omega}{8\pi^3}\int_0^\infty q^2dq\;\frac{\hbar q^2}{2\rho\Omega\,vq}\,(n+1)\langle|A|^2\rangle\,\delta(vq-\omega)\nonumber\\
&=\frac{1}{2\pi\rho\hbar}\,\frac{\omega^3}{v^5}\,(n+1)\langle|A|^2\rangle .
\end{align}
Here the delta function gives $1/v$ and sets $q=\omega/v$, so that $q^3/v^2=\omega^3/v^5$. Of the three powers of $\omega$, two come from the density of modes, two from the squared gradient of the wave, and one is lost to the factor $1/\omega_q$ in the squared amplitude. Absorption, $W_\uparrow$, has $n$ in place of $n+1$.

With $p_a+p_b=1$ and $P=p_b-p_a$, the rate equation $\dot p_a=-W_\downarrow p_a+W_\uparrow p_b$ gives
\begin{equation}
\dot P=-2\dot p_a=W_\downarrow(1-P)-W_\uparrow(1+P)
=-(W_\downarrow+W_\uparrow)P+W_\downarrow-W_\uparrow .
\end{equation}
So $1/T_1=W_\downarrow+W_\uparrow$, which contains $2n+1$. With $n=1/(e^y-1)$ and $y=\hbar\omega/kT$, $2n+1=(e^y+1)/(e^y-1)=\coth(y/2)$. Summing over branches with Lemma 3 gives (\ref{rate}). $\square$

\paragraph{Remark (temperature).} With $x=\hbar\omega/2kT$, $\coth x=1/x+x/3+\dots$. For small $x$ the rate is proportional to $\omega^2T$ times the squared coupling, with a relative correction $x^2/3$. For $x\gg1$, $\coth x\to1$: spontaneous emission remains, the rate no longer depends on $T$, and the field laws become $B^3$ and $B^5$.

\section{Proof of the field laws}

Part (i) follows from the remark: $\omega^2T\propto B^2T$ multiplies a constant. Part (ii) needs time reversal.

\paragraph{Lemma 4.} Let $\Theta$ be time reversal for an odd number of electrons, so that $\Theta^2=-1$, and let $V$ be Hermitian with $\Theta V=V\Theta$. Within the doublet $\psi,\Theta\psi$, $V$ is a multiple of the identity.

\textit{Proof.} Antiunitarity means $\langle\Theta\phi|\Theta\chi\rangle=\langle\chi|\phi\rangle$. Therefore
\begin{equation}
\langle\Theta\psi|V\psi\rangle=\langle\Theta V\psi|\Theta^2\psi\rangle
=-\langle V\Theta\psi|\psi\rangle=-\langle\Theta\psi|V\psi\rangle=0 .
\end{equation}
The choice $V=1$ shows that the two states are orthogonal. The diagonal elements agree: $\langle\Theta\psi|V\Theta\psi\rangle=\langle\Theta\psi|\Theta V\psi\rangle=\langle V\psi|\psi\rangle=\langle\psi|V\psi\rangle$. $\square$

Strain is unchanged by time reversal and the interaction as a whole is invariant, so $V_{ij}$ commutes with $\Theta$. So does $R_k=i[H_{\rm cf},S_k]$, in which both $i$ and $S_k$ change sign. All couplings thus vanish between orthogonal members of the doublet at $B=0$.

\paragraph{Proof of (ii).} Let $\alpha,\beta$ be the doublet states that diagonalize $Z$ within the doublet, $E_0$ their energy at zero field, and $m$ the excited states with energies $E_m$. To first order in $Z$,
\begin{equation}
|a\rangle=|\alpha\rangle-\sum_m\frac{|m\rangle Z_{m\alpha}}{E_m-E_0},\qquad
|b\rangle=|\beta\rangle-\sum_m\frac{|m\rangle Z_{m\beta}}{E_m-E_0}.
\end{equation}
A further first-order mixing of $\alpha$ with $\beta$ would change nothing, since $V$ is a multiple of the identity there and the mixed states stay orthogonal. Hence
\begin{equation}
\langle a|V|b\rangle=-\sum_m\frac{Z_{\alpha m}V_{m\beta}+V_{\alpha m}Z_{m\beta}}{E_m-E_0}+O(B^2).
\label{vv}
\end{equation}
The coupling is proportional to $B$ and its square to $B^2$. Multiplied by $\omega^2T\propto B^2T$, this gives $B^4T$. $\square$

A numerical check with random operators for spin 5/2 confirms both (\ref{vv}) and the role of time reversal: a time-even coupling grows as the first power of $B$, while a time-odd one stays finite.

\section{Two explicit ions}

Take $H_{\rm cf}=DS_z^2$ and one strain constant $G$:
\begin{equation}
V_{ij}=G\big[\tfrac12(S_iS_j+S_jS_i)-\tfrac13\delta_{ij}S(S+1)\big],\qquad {\rm tr}M=0 .
\end{equation}
Write $\zeta=g\mu_BB$. Two identities are useful: $\tfrac12(S_xS_y+S_yS_x)=(S_+^2-S_-^2)/4i$, and the part of $S_x^2$ (of $S_y^2$) that changes the magnetic quantum number is $+(-)\tfrac14(S_+^2+S_-^2)$.

\paragraph{Non-Kramers: $S=1$, $D<0$, $\mathbf B\parallel z$.} The low levels are $a=|{+1}\rangle$ and $b=|{-1}\rangle$, with $\hbar\omega=2\zeta$. From $\langle1|S_+^2|{-1}\rangle=2$,
\begin{equation}
M_{xx}=-M_{yy}=\tfrac12G,\qquad M_{xy}=M_{yx}=-\tfrac i2G,\qquad \|M\|^2=4\cdot\tfrac14G^2=G^2 .
\end{equation}
The other elements vanish, since they change the quantum number by at most 1. Also $r_k=iD(1-1)\langle1|S_k|{-1}\rangle=0$. The coupling does not depend on $B$, and
\begin{equation}
\frac1{T_1}=\frac{\omega^3G^2}{30\pi\rho\hbar}\Big(\frac2{v_l^5}+\frac3{v_t^5}\Big)\coth\frac{\hbar\omega}{2kT}.
\label{nk}
\end{equation}

\paragraph{Remark (split doublet).} Time reversal does not protect the degeneracy of this doublet. A static term $E(S_x^2-S_y^2)$ has the element $E$ between $|{\pm1}\rangle$, so $\hbar\omega=2\sqrt{\zeta^2+E^2}$. At $B=0$ the states are $(|1\rangle\pm|{-1}\rangle)/\sqrt2$, between which $V_{xy}$ has an element of magnitude $G/2$. Splitting and coupling are both finite, so the rate tends to a constant. For $E=0.1$ cm$^{-1}$ and the parameters of the next section, the computed field exponent at 0.005 T is 0.009 instead of 2.

\paragraph{Kramers: $S=3/2$, $D>0$, $\mathbf B\parallel x$.} The doublet $|{\pm\frac12}\rangle$ lies $\Delta=2D$ below $|{\pm\frac32}\rangle$. Let
\begin{equation}
d_\pm=(|\tfrac12\rangle\pm|{-\tfrac12}\rangle)/\sqrt2,\qquad f_\pm=(|\tfrac32\rangle\pm|{-\tfrac32}\rangle)/\sqrt2 .
\end{equation}
Since $\langle\frac12|S_x|{-\frac12}\rangle=1$, $Z$ has the values $\pm\zeta$ in $d_\pm$; thus $\alpha=d_+$, $\beta=d_-$ and $\hbar\omega=2\zeta$ at leading order. Since $\langle\pm\frac32|S_x|{\pm\frac12}\rangle=\sqrt3/2$, $Z$ joins $d_\pm$ to $f_\pm$ with the element $\sqrt3\,\zeta/2$ and does not join $d_\pm$ to $f_\mp$. Equation (\ref{vv}) becomes
\begin{equation}
M_{ij}=-\frac{\sqrt3\,\zeta}{2\Delta}K_{ij},\qquad
K_{ij}=\langle f_+|V_{ij}|d_-\rangle+\langle d_+|V_{ij}|f_-\rangle .
\end{equation}
Put $p_\pm=\langle\pm\frac32|V|{\pm\frac12}\rangle$ and $s_\pm=\langle\pm\frac32|V|{\mp\frac12}\rangle$. Expanding the states,
\begin{align}
K&=\tfrac12(p_+-p_--s_++s_-)+\tfrac12(p_+^*-p_-^*+s_+^*-s_-^*)\nonumber\\
&={\rm Re}(p_+-p_-)-i\,{\rm Im}(s_+-s_-).
\end{align}
For $V_{xz}$, $p_\pm=\pm\frac{\sqrt3}2G$ and $s_\pm=0$, so $K_{xz}=\sqrt3\,G$. For $V_{xy}$, $\langle\frac32|S_+^2|{-\frac12}\rangle=2\sqrt3$ gives $s_\pm=\mp\frac{i\sqrt3}2G$ and $p_\pm=0$, so $K_{xy}=i\sqrt3\,G$. For $V_{yz}$, $p_\pm$ are imaginary and $s_\pm=0$; for $V_{xx}$ and $V_{yy}$, $s_\pm$ are real and $p_\pm=0$; $V_{zz}$ does not join the doublets. These give zero. Counting $xz,zx,xy,yx$,
\begin{equation}
\|M\|^2=4\Big(\frac{3\zeta G}{2\Delta}\Big)^2=\frac{9G^2\zeta^2}{\Delta^2}.
\end{equation}

For the rotation use $H_{\rm cf}=H_0-Z$ between eigenstates of $H_0$:
\begin{equation}
r_k=i\big(\hbar\omega\langle a|S_k|b\rangle-\langle a|[Z,S_k]|b\rangle\big).
\end{equation}
Both terms already carry one power of $B$, so $d_\pm$ may be used for the states. With $\langle d_+|S_x|d_-\rangle=0$, $\langle d_+|S_y|d_-\rangle=i$, $\langle d_+|S_z|d_-\rangle=\frac12$, $[S_x,S_y]=iS_z$ and $[S_x,S_z]=-iS_y$,
\begin{equation}
r_x=0,\quad r_y=i\big(2i\zeta-\tfrac i2\zeta\big)=-\tfrac32\zeta,\quad r_z=i(\zeta-\zeta)=0,\quad |r|^2=\tfrac94\zeta^2 .
\end{equation}
Therefore, to leading order in $\zeta/\Delta$,
\begin{equation}
\frac1{T_1}=\frac{9\,\omega^3\zeta^2}{2\pi\rho\hbar}
\left[\frac{2G^2}{15\Delta^2v_l^5}+\frac1{v_t^5}\Big(\frac{G^2}{5\Delta^2}+\frac1{24}\Big)\right]\coth\frac{\hbar\omega}{2kT}.
\end{equation}
The term $1/24$ is due to rotation and survives even for $G=0$.

\paragraph{Remark (field along the axis).} For $\mathbf B\parallel z$ the states stay $|{\pm\frac12}\rangle$. $V_{xz}$ and $V_{yz}$ then carry the factor $\frac12(\frac12-\frac12)=0$, the other $V_{ij}$ change the quantum number by 0 or 2, and $r_k\propto D(\frac14-\frac14)=0$. The direct rate of this model is zero, which shows why (ii) requires a nonzero first-order part.

\section{Numbers}

Laboratory units are natural here. The round parameters are $\rho=3000$ kg/m$^3$, $v_l=5000$ m/s, $v_t=3000$ m/s, $g=2$, $|D|=30$ cm$^{-1}$, $G=100$ cm$^{-1}$, $T=2$ K and $B=0.5$ T. Both ions have a splitting of 0.934 cm$^{-1}$, or $\omega=1.759\times10^{11}$ rad/s, far below the transverse Debye cutoff of 243 cm$^{-1}$ found for $6\times10^{28}$ atoms per m$^3$.

In (\ref{nk}), $G/\hbar=(100/0.9337)\,\omega=1.884\times10^{13}$ rad/s, and the bracket of speeds is $1.299\times10^{-17}$ s$^5$/m$^5$. With $\hbar\omega/2kT\approx0.336$ and, from the unrounded argument, $\coth(\hbar\omega/2kT)=3.089$,
\begin{equation}
\frac1{T_1}=\frac{\hbar\,\omega^3(G/\hbar)^2}{30\pi\rho}\,(1.299\times10^{-17})(3.089)
=2.89\times10^4\ {\rm s}^{-1},
\end{equation}
so $T_1=34.6\ \mu$s.

For the Kramers ion $\|M\|^2=5.449$ and $|r|^2=0.490$ cm$^{-2}$, against $\|M\|^2=10^4$ cm$^{-2}$ before. With $(v_t/v_l)^5=0.0778$, the braces in (\ref{rate}) times $v_t^5$ are
\begin{align}
\text{non-Kramers:}&\quad 10^4\,(0.0778\times2+3)/15=2104\ {\rm cm}^{-2},\\
\text{Kramers:}&\quad 5.449\,(0.0778\times2+3)/15+0.490/6=1.228\ {\rm cm}^{-2}.
\end{align}
The ratio is 1713, which gives $1/T_1=16.9$ s$^{-1}$ and $T_1=59.3$ ms. Rotation supplies 6.7 percent of the Kramers rate.

Doubling the field from 0.25 to 0.5 T multiplies the rates by 4.11 and 16.4 instead of 4 and 16. The excess is the correction $x^2/3$, which is 3.8 percent at 0.5 T and a quarter of that at 0.25 T. At 0.05 T the computed exponents of the direct rate alone are 2.001 and 4.001. At 0.05 K and 0.5 T they are 3.000 and 5.000, as the low-temperature limit requires.

The part of (A4) that concerns other levels can be examined by solving the one-phonon rate equations for all levels; non-resonant two-phonon (Raman) processes are not contained in these equations. For the Kramers ion, second order in the same coupling through the upper doublet gives a nearly field-independent Raman rate of about $1.2\times10^{-3}$ s$^{-1}$ at 2 K, growing roughly as $T^9$. This is negligible against 16.9 s$^{-1}$ at 0.5 T but comparable with the direct rate of $1.6\times10^{-3}$ s$^{-1}$ at 0.05 T; there (A4) fails, and the field exponent of the total rate is about 2.3 (3.8 at 0.1 T). At 2 K the non-Kramers rate changes by about 3 parts in $10^6$. At 6 K it is $2.18\times10^5$ s$^{-1}$, against $8.39\times10^4$ s$^{-1}$ from the direct process. The added transitions are those through $|0\rangle$, 30 cm$^{-1}$ higher; this is Orbach relaxation, and the $B^2T$ law no longer describes the total rate. The laws also lose their basis when the phonons at $\omega$ cannot pass on their energy fast enough to stay in equilibrium, since (A3) then fails. Finally, the model has no nuclear spin. A hyperfine term $A\,\mathbf S\cdot\mathbf I$ is odd under reversal of the electrons, as $Z$ is, and adds to the Kramers rate a part proportional to $A^2B^2T$, so the $B^4T$ law also needs a Zeeman energy large compared with the hyperfine energy. With $A=0.003$ cm$^{-1}$ and $I=7/2$ in the Kramers ion above, the direct rate at 2 K, averaged over nuclear states, has the field exponent 2.8 at 0.02 T, 3.7 at 0.05 T and 3.9 at 0.1 T.

\section*{Computed values}
\begin{verbatim}
density: 3000 kg/m^3
longitudinal, transverse speed: 5000, 3000 m/s
atom number density: 6.0e+28 m^-3
transverse Debye cutoff: 243 cm^-1
g factor: 2.0
|D|: 30 cm^-1; strain constant G: 100 cm^-1
temperature: 2.0 K; reference field: 0.50 T
Zeeman energy g mu_B B at reference field: 0.4669 cm^-1
splitting, non-Kramers: 0.9337 cm^-1
splitting, Kramers: 0.9337 cm^-1
angular frequency, non-Kramers: 1.7588e+11 rad/s
transverse phonon wavelength: 107.2 nm
hbar omega/2kT: 0.3359
coth(hbar omega/2kT): 3.0886
its high-temperature form 2kT/hbar omega: 2.9775
|M|^2 non-Kramers: 10000.0 cm^-2
|M|^2 Kramers: 5.4487 cm^-2
|r|^2 Kramers: 0.4904 cm^-2
1/T1 at 0.25 T, non-Kramers: 7.0251e+03 s^-1
1/T1 at 0.25 T, Kramers: 1.0252e+00 s^-1
1/T1 at 0.50 T, non-Kramers: 2.8878e+04 s^-1
1/T1 at 0.50 T, Kramers: 1.6855e+01 s^-1
1/T1 at 1.00 T, non-Kramers: 1.2762e+05 s^-1
1/T1 at 1.00 T, Kramers: 2.9781e+02 s^-1
T1 at reference field, non-Kramers: 34.63 microseconds
T1 at reference field, Kramers: 59.33 milliseconds
rate ratio non-Kramers/Kramers: 1713.3
share of Kramers rate due to rotation: 6.66 percent
coefficient of B^2 T, non-Kramers: 5.5679e+04 s^-1 T^-2 K^-1
coefficient of B^4 T, Kramers: 1.3001e+02 s^-1 T^-4 K^-1
field for high-temperature exponents: 0.05 T
field exponents, non-Kramers and Kramers: 2.0008, 4.0007
temperature exponents, same order: 0.9992, 0.9992
field exponents at 0.05 K and 0.50 T: 3.0000, 4.9996
rhombic constant E of the split doublet: 0.10 cm^-1
its field exponent at 0.005 T and 2.0 K: 0.0087
direct rate at 6.0 K, non-Kramers: 8.3867e+04 s^-1
all-level rate at 6.0 K, non-Kramers: 2.1769e+05 s^-1
all-level/two-level - 1 at 2.0 K, non-Kramers: 2.7e-06
exact dynamics/golden rule: 0.9924
largest deviation of plane-wave sum: 0.19 percent
power of B in random time-even coupling: 1.0000
power of B in random time-odd coupling: -0.0000
\end{verbatim}
